# Fringe Decay in the Reflectivity of an Absorbing Amorphous Film: test program

```python
"""Reflectivity of an absorbing film on a crystal at normal incidence.

Result under test:
  R(d) = |(r01 + r12 X)/(1 + r01 r12 X)|^2,  X = exp(2 i K N1 d),
  R(d) = |r01|^2 + A exp(-alpha d) cos(4 pi n1 d/lambda + phi) + O(exp(-2 alpha d)),
  A = 2 |r01 r12 (1 - r01^2)|,  alpha = 4 pi k1/lambda (intensity absorption).
Symbols: 0 vacuum, 1 amorphous film, 2 crystal; N = n + i k; K = 2 pi/lambda;
r_ij = (N_i - N_j)/(N_i + N_j); d film thickness; time factor exp(-i omega t).
Lengths are in nm. The silicon parameters are rough values for a hot sample.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp

WAVELENGTH = 632.8
K = 2 * np.pi / WAVELENGTH
FILM = 4.8 + 0.6j
CRYSTAL = 4.1 + 0.05j
GROWTH_RATE = 0.1          # nm/s, rough value near 550 C
DETECTION_LIMIT = 0.001    # assumed smallest visible fringe amplitude


def fresnel(a, b):
    return (a - b) / (a + b)


def closed_form(d, film, substrate):
    x = np.exp(2j * K * film * d)
    r01, r12 = fresnel(1, film), fresnel(film, substrate)
    return (r01 + r12 * x) / (1 + r01 * r12 * x)


def layer_matrix_amplitude(layers, substrate):
    """Carry E and H from the substrate to the surface; layers run top down."""
    e, h = 1 + 0j, substrate + 0j
    for index, thickness in reversed(layers):
        p = K * index * thickness
        c, s = np.cos(p), np.sin(p)
        e, h = c * e - 1j * s / index * h, c * h - 1j * index * s * e
    return (e - h) / (e + h)


def integrate_wave(d, film, substrate):
    """Integrate E'' = -K^2 N^2 E from the buried interface to the surface."""
    def slope(z, y):
        return [y[1], -(K * film) ** 2 * y[0]]
    start = np.array([1 + 0j, 1j * K * substrate])
    sol = solve_ivp(slope, (d, 0), start, method="DOP853",
                    rtol=1e-10, atol=1e-13)
    return sol.y[0, -1], sol.y[1, -1]


def half_swings(d, reflectivity):
    """Positions of extrema, midpoints of neighbours, half their difference."""
    step = np.diff(reflectivity)
    i = np.where(step[1:] * step[:-1] < 0)[0] + 1
    x = d[i]
    return x, (x[1:] + x[:-1]) / 2, np.abs(np.diff(reflectivity[i])) / 2


def swing_at(d, reflectivity, place):
    _, mid, swing = half_swings(d, reflectivity)
    return np.exp(np.interp(place, mid, np.log(swing)))


n1, k1 = FILM.real, FILM.imag
r01, r12 = fresnel(1, FILM), fresnel(FILM, CRYSTAL)
T = r12 * (1 - r01 ** 2)
alpha = 4 * np.pi * k1 / WAVELENGTH
q = 4 * np.pi * n1 / WAVELENGTH
A = 2 * abs(r01 * T)
phi = np.angle(np.conj(r01) * T)
R_inf = abs(r01) ** 2


def leading_form(d):
    return R_inf + A * np.exp(-alpha * d) * np.cos(q * d + phi)


# Flux of a single forward wave: film continued without a buried interface.
e0, de0 = integrate_wave(100.0, FILM, FILM)
flux_ratio = (K * n1) / np.imag(np.conj(e0) * de0)
assert abs(flux_ratio / np.exp(-alpha * 100.0) - 1) < 1e-6

# Closed form against direct integration, layer matrices and summed echoes.
for d in (17.0, 90.0, 240.0):
    e0, de0 = integrate_wave(d, FILM, CRYSTAL)
    r_ode = (1j * K * e0 - de0) / (1j * K * e0 + de0)
    r_matrix = layer_matrix_amplitude([(FILM, d)], CRYSTAL)
    t_in, t_out = 2 / (1 + FILM), 2 * FILM / (1 + FILM)
    x = np.exp(2j * K * FILM * d)
    echoes = r01 + sum(t_in * r12 * x * (-r01 * r12 * x) ** m * t_out
                       for m in range(30))
    assert abs(r_ode - closed_form(d, FILM, CRYSTAL)) < 1e-7
    assert abs(r_matrix - closed_form(d, FILM, CRYSTAL)) < 1e-12
    assert abs(r_matrix - echoes) < 1e-12
assert abs(closed_form(0.0, FILM, CRYSTAL) - fresnel(1, CRYSTAL)) < 1e-13

# Remainder bound on random passive films and substrates.
rng = np.random.default_rng(4)
for _ in range(3000):
    f = rng.uniform(0.2, 6) + 1j * rng.uniform(0, 4)
    s = rng.uniform(0.2, 6) + 1j * rng.uniform(0, 6)
    d = rng.uniform(0, 300)
    a, b = fresnel(1, f), fresnel(f, s)
    assert abs(a) < 1 and abs(b) < 1
    t, rho = b * (1 - a ** 2), abs(a * b)
    x = np.exp(2j * K * f * d)
    size = abs(x)
    exact = abs(layer_matrix_amplitude([(f, d)], s)) ** 2
    rest = exact - abs(a) ** 2 - 2 * np.real(np.conj(a) * t * x)
    bound = size ** 2 * abs(t) * (2 * abs(a) * rho / (1 - rho * size)
                                  + abs(t) / (1 - rho * size) ** 2)
    assert abs(rest) <= bound + 1e-11

# Extrema of the layer-matrix curve: spacing, size and decay rate.
grid = np.arange(20, 700, 0.01)
R_grid = np.abs(layer_matrix_amplitude([(FILM, grid)], CRYSTAL)) ** 2
extrema, mid, swing = half_swings(grid, R_grid)
thick = mid > 300
spacing = np.mean(np.diff(extrema[extrema > 300]))
decay_thick = -np.polyfit(mid[thick], np.log(swing[thick]), 1)[0]
decay_thin = -np.polyfit(mid[~thick], np.log(swing[~thick]), 1)[0]
swing_factor = n1 / abs(FILM) * np.cosh(np.pi * k1 / (2 * n1))
assert abs(spacing / (WAVELENGTH / (4 * n1)) - 1) < 2e-3
assert abs(decay_thick / alpha - 1) < 5e-3
predicted_swing = A * swing_factor * np.exp(-alpha * mid[thick])
assert np.max(np.abs(swing[thick] / predicted_swing - 1)) < 1e-2
x_thick = extrema[extrema > 300]
height = np.abs(np.abs(layer_matrix_amplitude([(FILM, x_thick)], CRYSTAL)) ** 2
                - R_inf)
envelope_share = height / (A * np.exp(-alpha * x_thick))
assert np.max(np.abs(envelope_share / (n1 / abs(FILM)) - 1)) < 1e-2
shrink = np.exp(-np.pi * k1 / n1)
assert np.max(np.abs(height[1:] / height[:-1] / shrink - 1)) < 1e-2

visible = np.log(A / DETECTION_LIMIT) / alpha
visible_numeric = np.interp(-np.log(DETECTION_LIMIT), -np.log(swing), mid)
# The half-swing exceeds the envelope by about one percent, i.e. about 1 nm.
assert abs(visible - visible_numeric) < 2.0

# Neglected effects, as changes of the fringe half-swing at 200 nm.
PLACE = 200.0
base = swing_at(grid, R_grid, PLACE)


def change(layers, substrate=CRYSTAL):
    refl = np.abs(layer_matrix_amplitude(layers, substrate)) ** 2
    return 100 * (swing_at(grid, refl, PLACE) / base - 1)


SIGMA = 3.0
nodes, weights = np.polynomial.hermite_e.hermegauss(15)
weights = weights / weights.sum()
R_rough = sum(w * np.abs(layer_matrix_amplitude(
    [(FILM, grid + SIGMA * u)], CRYSTAL)) ** 2 for u, w in zip(nodes, weights))
rough_ratio = swing_at(grid, R_rough, PLACE) / base
rough_formula = np.exp(-(q ** 2 - alpha ** 2) * SIGMA ** 2 / 2)
assert abs(rough_ratio - rough_formula) < 3e-3
alpha_bias = 100 * np.log(rough_ratio) / (alpha * 300)

OXIDE, OXIDE_NM, MIX_NM = 1.46, 2.0, 3.0
oxide_change = change([(OXIDE, OXIDE_NM), (FILM, grid)])
R_oxide = np.abs(layer_matrix_amplitude(
    [(OXIDE, OXIDE_NM), (FILM, grid)], CRYSTAL)) ** 2
_, mid_ox, swing_ox = half_swings(grid, R_oxide)
far = mid_ox > 300
decay_oxide = -np.polyfit(mid_ox[far], np.log(swing_ox[far]), 1)[0]
assert abs(decay_oxide / alpha - 1) < 5e-3
mix_change = change([(FILM, grid), ((FILM + CRYSTAL) / 2, MIX_NM)])
k_change = change([(FILM + 0.06j, grid)])
hot_change = change([(FILM + 0.005 + 0.005j, grid)])
tilt = np.sqrt(FILM ** 2 - np.sin(np.radians(5)) ** 2)
tilt_period = 100 * (n1 / tilt.real - 1)
back_depth = 4 * np.pi * CRYSTAL.imag / WAVELENGTH * 500e3

photon = constants.h * constants.c / (WAVELENGTH * 1e-9) / constants.e
print(f"wavelength {WAVELENGTH:.1f} nm, photon energy {photon:.3f} eV")
print(f"film index n1 = {n1:.2f}, k1 = {k1:.2f} (rough)")
print(f"crystal index n2 = {CRYSTAL.real:.2f}, k2 = {CRYSTAL.imag:.2f} (rough)")
print(f"r01 = {r01:.4f}, |r01| = {abs(r01):.4f}")
print(f"r12 = {r12:.4f}, |r12| = {abs(r12):.4f}")
print(f"|1 - r01^2| = {abs(1 - r01 ** 2):.4f}")
print(f"alpha = {alpha:.5f} 1/nm = {alpha * 1e7:.3e} 1/cm")
print(f"1/alpha = {1 / alpha:.1f} nm")
print(f"R of very thick film = {R_inf:.4f}")
print(f"R of bare crystal = {abs(fresnel(1, CRYSTAL)) ** 2:.4f}")
print(f"fringe prefactor A = {A:.4f}, phase phi = {phi:.3f} rad")
print("d (nm) | exp(-alpha d) | A exp(-alpha d) | R exact | R leading form")
for d in (0.0, 50.0, 100.0, 200.0, 300.0):
    exact = abs(layer_matrix_amplitude([(FILM, d)], CRYSTAL)) ** 2
    x = np.exp(-alpha * d)
    print(f"{d:5.0f} | {x:.4f} | {A * x:.5f} | {exact:.5f} | "
          f"{leading_form(d):.5f}")
print(f"fringe period in thickness = {WAVELENGTH / (2 * n1):.2f} nm")
print(f"extremum spacing: formula {WAVELENGTH / (4 * n1):.3f} nm, "
      f"from curve {spacing:.3f} nm")
print(f"growth rate {GROWTH_RATE:.2f} nm/s (rough), fringe period in time "
      f"{WAVELENGTH / (2 * n1) / GROWTH_RATE:.0f} s")
print(f"time to regrow 300 nm = {300 / GROWTH_RATE:.0f} s")
print(f"shrink factor per extremum = {shrink:.4f}, per period = {shrink**2:.4f}")
print(f"extremum height / envelope = {n1 / abs(FILM):.4f}")
print(f"half-swing / envelope at midpoint = {swing_factor:.4f}")
print(f"decay rate from swings, 300-700 nm = {decay_thick:.5f} 1/nm")
print(f"decay rate from swings, 20-300 nm = {decay_thin:.5f} 1/nm")
print(f"these rates / alpha = {decay_thick / alpha:.4f}, "
      f"{decay_thin / alpha:.4f}")
print(f"detection limit {DETECTION_LIMIT:.3f} reached at d = {visible:.0f} nm")
print("Neglected effects: change of fringe half-swing at d = 200 nm")
print(f"interface roughness {SIGMA:.0f} nm rms: {100 * (rough_ratio - 1):.2f} %"
      f" (formula {100 * (rough_formula - 1):.2f} %)")
print(f"roughness growing 0 to {SIGMA:.0f} nm over 300 nm of regrowth: "
      f"alpha shifts by about {alpha_bias:.2f} %")
print(f"transition layer {MIX_NM:.0f} nm: {mix_change:.2f} %")
print(f"surface oxide {OXIDE_NM:.0f} nm, index {OXIDE:.2f}: "
      f"{oxide_change:.2f} %; decay rate / alpha = {decay_oxide / alpha:.4f}")
print(f"k1 larger by 0.06: {k_change:.1f} %")
print(f"10 K error (n1 and k1 up by 0.005, rough): {hot_change:.2f} %")
print(f"incidence tilted by 5 degrees: fringe period {tilt_period:+.4f} %")
print(f"optical depth of 500 um hot wafer, one pass = {back_depth:.0f}")
print("no test failed")
```

Running it gives:

```
wavelength 632.8 nm, photon energy 1.959 eV
film index n1 = 4.80, k1 = 0.60 (rough)
crystal index n2 = 4.10, k2 = 0.05 (rough)
r01 = -0.6588-0.0353j, |r01| = 0.6598
r12 = 0.0827+0.0558j, |r12| = 0.0998
|1 - r01^2| = 0.5691
alpha = 0.01192 1/nm = 1.192e+05 1/cm
1/alpha = 83.9 nm
R of very thick film = 0.4353
R of bare crystal = 0.3695
fringe prefactor A = 0.0749, phase phi = -2.684 rad
d (nm) | exp(-alpha d) | A exp(-alpha d) | R exact | R leading form
    0 | 1.0000 | 0.07491 | 0.36953 | 0.36809
   50 | 0.5511 | 0.04129 | 0.41669 | 0.41509
  100 | 0.3038 | 0.02276 | 0.45469 | 0.45451
  200 | 0.0923 | 0.00691 | 0.42991 | 0.42989
  300 | 0.0280 | 0.00210 | 0.43679 | 0.43679
fringe period in thickness = 65.92 nm
extremum spacing: formula 32.958 nm, from curve 32.958 nm
growth rate 0.10 nm/s (rough), fringe period in time 659 s
time to regrow 300 nm = 3000 s
shrink factor per extremum = 0.6752, per period = 0.4559
extremum height / envelope = 0.9923
half-swing / envelope at midpoint = 1.0115
decay rate from swings, 300-700 nm = 0.01191 1/nm
decay rate from swings, 20-300 nm = 0.01190 1/nm
these rates / alpha = 1.0000, 0.9990
detection limit 0.001 reached at d = 362 nm
Neglected effects: change of fringe half-swing at d = 200 nm
interface roughness 3 nm rms: -3.96 % (formula -3.94 %)
roughness growing 0 to 3 nm over 300 nm of regrowth: alpha shifts by about -1.13 %
transition layer 3 nm: -2.16 %
surface oxide 2 nm, index 1.46: 0.03 %; decay rate / alpha = 1.0000
k1 larger by 0.06: -17.6 %
10 K error (n1 and k1 up by 0.005, rough): -1.26 %
incidence tilted by 5 degrees: fringe period +0.0162 %
optical depth of 500 um hot wafer, one pass = 496
no test failed
```
